Growth per cycle in atomic layer deposition with incomplete half-reactions

Atomic layer deposition builds a film by exposing a surface to two gases in turn, with a purge after each. If the pulses are too short, part of the surface does not react, and the growth per cycle falls below its saturated value. The problem is to find by how much.

The surface has a fixed density N of equivalent, independent sites. A site is either ready, meaning that it can bind precursor A, or loaded, meaning that it carries an A fragment with its remaining ligands. The loaded fraction is θ. During pulse A, each ready site becomes loaded at the rate k_A(t). During pulse B, each loaded site becomes ready again at the rate k_B(t), leaving one metal atom in the film. Both reactions are irreversible, the pulses do not overlap, and nothing happens during a purge. The rates are set by the gas supply and do not depend on θ. The dimensionless doses are

u = ∫ k_A dt, v = ∫ k_B dt,

each taken over one pulse, and both are positive. Complete saturation means that every site takes up and converts one fragment per cycle. The relative growth g is the number of metal atoms added per site and cycle, so complete saturation has g = 1.

**(a) Find the change of θ in each pulse and in a whole cycle. Does the cycle settle down?**

Solution. In pulse A the ready fraction 1 − θ is consumed:

dθ/dt = k_A (1 − θ), or d(1 − θ)/dt = −k_A (1 − θ).

Dividing by 1 − θ and integrating over the pulse gives ln[(1 − θ₁)/(1 − θ₀)] = −u, where θ₀ and θ₁ are the loaded fractions before and after the pulse. Hence

θ₁ = 1 − (1 − θ₀) e^(−u).

In pulse B the loaded fraction is consumed, dθ/dt = −k_B θ, so that

θ₂ = θ₁ e^(−v).

The shape of a pulse has dropped out; its integrated dose is all that matters. This holds because the other gas is absent and each rate is a function of time multiplied by a function of θ.

Inserting the first result into the second gives the cycle map

θ₂ = (1 − e^(−u)) e^(−v) + m θ₀, m = e^(−(u+v)).

This is a straight line in θ₀ with slope m, and 0 < m < 1. Two surfaces with different starting values come closer by the factor m in every cycle. There is therefore one periodic state, and every start converges to it.

**(b) Find the periodic state and its growth per cycle. Write the growth in hyperbolic functions.**

Solution. From here on, θ₀ and θ₁ denote the periodic values. Periodicity requires θ₂ = θ₀:

θ₀ (1 − m) = (1 − e^(−u)) e^(−v).

Since θ₀ = θ₁ e^(−v), division by e^(−v) gives

θ₁ = (1 − e^(−u)) / (1 − e^(−(u+v))), θ₀ = θ₁ e^(−v).

The uptake in pulse A is θ₁ − θ₀. The conversion in pulse B is θ₁ − θ₂, which is the same number in the periodic state. Either one is the growth:

g = θ₁ (1 − e^(−v)) = (1 − e^(−u))(1 − e^(−v)) / (1 − e^(−(u+v))).

For any x, taking out half of the exponential gives

1 − e^(−x) = e^(−x/2) (e^(x/2) − e^(−x/2)) = 2 e^(−x/2) sinh(x/2).

The numerator becomes 4 e^(−(u+v)/2) sinh(u/2) sinh(v/2), and the denominator becomes 2 e^(−(u+v)/2) sinh((u+v)/2). The exponentials cancel and a factor 2 remains:

g = 2 sinh(u/2) sinh(v/2) / sinh((u+v)/2).

The formula is symmetric in u and v, although the two reactions play different chemical roles. In the periodic state each site goes around a loop of two steps, and the order in which the steps are named does not affect the rate of turning.

**(c) A site reacts in one pulse A with probability 1 − e^(−u) if it is ready, and in one pulse B with probability 1 − e^(−v) if it is loaded. Why is g not the product of the two?**

Solution. Follow one site that has just become ready. It fails in a given pulse A with probability e^(−u). The probability of failing in at least k successive A pulses is e^(−ku), so the mean number of failures is

Σ e^(−ku) = e^(−u)/(1 − e^(−u)) = 1/(e^u − 1), with k = 1, 2, 3, …

Once loaded, the site meets the B pulse of the same cycle and fails on average 1/(e^v − 1) times. Without failures the turn takes one cycle, and each failure adds one. The mean number of cycles per metal atom is therefore

W = 1 + 1/(e^u − 1) + 1/(e^v − 1).

To compare W with part (b), write X = e^(−u) and Y = e^(−v):

W = [(1 − X)(1 − Y) + X(1 − Y) + Y(1 − X)] / [(1 − X)(1 − Y)].

The first two terms of the numerator add to 1 − Y, and the third adds Y − XY. The sum is 1 − XY, so W = 1/g.

The product (1 − X)(1 − Y) is the chance that a ready site completes both steps in one cycle. It omits sites that were loaded in an earlier cycle, missed their B pulse and kept their fragment. These sites need no new A reaction. They also leave fewer sites ready for pulse A. Taking both effects into account raises the growth above the product by the factor 1/(1 − m).

**(d) Examine the limits of one long pulse and of two short pulses. Which pulse limits the growth?**

Solution. The addition theorem sinh(a + b) = sinh a cosh b + cosh a sinh b, with a = u/2 and b = v/2, gives

2/g = sinh(a + b)/(sinh a sinh b) = coth(u/2) + coth(v/2).

With p = tanh(u/2) and q = tanh(v/2) this reads

g = 2pq/(p + q),

the harmonic mean of p and q. A small value dominates a harmonic mean, so a small addition to the smaller dose raises the growth more than the same addition to the larger one. Extra pulse time is a different matter, because the rates k_A and k_B then count as well; part (e) treats this case.

If v is very large, q → 1 and g → 2p/(1 + p). Since p = (1 − X)/(1 + X), this is

g → 2(1 − X)/[(1 + X) + (1 − X)] = 1 − e^(−u).

Pulse B then resets the whole surface, and the growth is the simple Langmuir uptake of A. A saturation curve measured by varying u has this form if v is large. At finite v its plateau for large u is 1 − e^(−v), which lies below complete saturation. A flat curve in one dose therefore does not show that the other dose is sufficient.

If both doses are small, tanh x ≈ x gives p ≈ u/2 and q ≈ v/2, so

g ≈ uv/(u + v).

This is first order in the doses, whereas the product from part (c) would give uv, which is second order. With weak pulses almost all growth comes from sites that were prepared in earlier cycles.

**(e) How does g respond to a small change of dose? How should a fixed total dose, or a fixed total pulse time, be divided?**

Solution. Differentiate 2/g = coth(u/2) + coth(v/2) with respect to u. The derivative of coth x is −1/sinh² x, so

−(2/g²) ∂g/∂u = −1/(2 sinh²(u/2)), or ∂g/∂u = g²/(4 sinh²(u/2)).

Inserting g from part (b) gives

∂g/∂u = [sinh(v/2)/sinh((u+v)/2)]²,

and exchanging u and v gives ∂g/∂v.

For a fixed total dose s = u + v, use 2 sinh a sinh b = cosh(a + b) − cosh(a − b):

g = [cosh(s/2) − cosh((u − v)/2)] / sinh(s/2).

The subtracted term is smallest at u = v. There

g = [cosh(s/2) − 1]/sinh(s/2) = 2 sinh²(s/4)/[2 sinh(s/4) cosh(s/4)] = tanh(s/4).

In practice time may be the scarce quantity. Let the rates be constant during the pulses, with u = k_A t_A and v = k_B t_B, and hold t_A + t_B fixed. Moving a short time from B to A changes nothing to first order if k_A ∂g/∂u = k_B ∂g/∂v. The common denominator cancels:

k_A sinh²(v/2) = k_B sinh²(u/2), or sinh(u/2)/sinh(v/2) = √(k_A/k_B).

To see that this is a maximum, consider the curvature of g along a straight line in the (u, v) plane. Let dots denote derivatives along the line. Differentiating 2pq/(p + q) twice gives

g̈ = −4(q ṗ − p q̇)²/(p + q)³ + [2q² p̈ + 2p² q̈]/(p + q)².

The first term is never positive. Since tanh(x/2) has the second derivative −½ tanh(x/2)/cosh²(x/2), which is negative for x > 0, the second term is negative. Thus g is concave, and the stationary point is the maximum.

**(f) Growth starts on a surface with all sites ready. Find the total uptake after n cycles.**

Solution. The distance from the periodic state shrinks by m per cycle and is initially θ₀. Before cycle j + 1 the loaded fraction is therefore θ₀(1 − m^j). The uptake in that cycle is the ready fraction times 1 − e^(−u):

[1 − θ₀ + θ₀ m^j](1 − e^(−u)) = g + θ₀(1 − e^(−u)) m^j.

Here (1 − θ₀)(1 − e^(−u)) = g, because it is the periodic uptake. Summing over j = 0, …, n − 1 gives

total uptake = n g + θ₀(1 − e^(−u))(1 − m^n)/(1 − m) = n g + θ₀θ₁(1 − m^n).

The first cycles take up more A than later ones because more sites are ready. Their conversion in pulse B is smaller than g, because fewer sites are loaded. The total conversion is the total uptake minus the loaded fraction left at the end, θ₀(1 − m^n).

**(g) Apply the result to alumina grown from trimethylaluminium (A) and water (B) at 473 K. Take partial pressures of 0.05 and 0.10 Torr, effective exposure times of 0.05 and 0.15 s, and reaction probabilities of 10⁻³ and 10⁻⁴ per impact on a fully reactive surface. Take 4.0 aluminium sites per nm² and a film density of 3.0 g/cm³. These are rough values.**

Solution. Kinetic theory gives the impact flux p/√(2πMk_BT), where p is now the partial pressure and M the molecular mass. It is 9.51 × 10⁴ per nm² and second for A and 3.805 × 10⁵ for B. The rate per site is the reaction probability times the flux, divided by the site density. Al₂O₃ contains 1.5 oxygen atoms per aluminium atom, so 1.5 water molecules are counted per site:

k_A = 10⁻³ × 9.51 × 10⁴/4.0 = 23.8 s⁻¹,

k_B = 10⁻⁴ × 3.805 × 10⁵/(1.5 × 4.0) = 6.34 s⁻¹.

Treating the water reaction as a single first-order step is an approximation. The doses are u = 23.78 × 0.05 = 1.189 and v = 6.342 × 0.15 = 0.951. With e^(−u) = 0.3045, e^(−v) = 0.3862 and m = 0.1176,

g = 0.6955 × 0.6138/0.8824 = 0.484.

A simulation of independent sites struck at random, with u and v as the mean numbers of reactive impacts per pulse, gives 0.4835. The simple product would be 0.427. A site needs 2.07 cycles on average to deliver one aluminium atom. The loaded fraction swings between 0.304 and 0.788.

The film contains 35.4 aluminium atoms per nm³. Complete saturation therefore adds 4.0/35.4 = 0.113 nm per cycle, and the example adds

0.484 × 0.113 nm = 0.055 nm (0.55 angstrom) per cycle.

On an initially ready surface the uptake in the first four cycles is 0.695, 0.509, 0.487 and 0.484 per site, while the conversion is 0.427, 0.477, 0.483 and 0.484. The transient is short because m is small. After 100 cycles the excess uptake is θ₀θ₁ = 0.304 × 0.788 = 0.240 per site. The total uptake would correspond to 5.49 nm if every fragment were converted. The fragments still loaded at the end, 0.304 per site, are not yet converted, so the film itself has grown by 5.45 nm.

With the total pulse time held at 0.20 s, the best division is 0.065 s for A and 0.135 s for B. It raises g to 0.498, a gain of about 3 % relative to the original division. Better timing at this total cannot replace a larger dose. For g = 0.95 with equal doses, tanh(u/2) = 0.95 requires u = v = 3.66. This takes 0.154 s of A and 0.578 s of B at the same pressures, about three and four times the original exposures.

**(h) Which neglected effects matter for these numbers?**

Solution. Each change below is relative to g = 0.484, with the other settings held fixed.

Sites may differ in reactivity. If half of them react at 0.4 and half at 1.6 times the mean rate, in both pulses, growth falls by 7.4 %. The sign follows from the concavity shown in part (e): the fast sites gain less than the slow sites lose.

The A dose may be smaller at the far end of a wafer. A reduction of 20 % lowers the local growth by 8.5 %. The linear estimate from ∂g/∂u = 0.147 is 0.147 × 0.2 × 1.189/0.484 = 7.2 %; the actual loss is larger because the slope grows as u decreases. In a saturated process the same difference in dose would matter much less, since ∂g/∂u tends to zero for large u.

A fragment may carry two ligands that are removed one after the other. Let each remaining ligand be removed at the rate 1.5 k_B. The mean dose needed is then 1/3 + 2/3 = 1, as for the single step. Growth rises by 2.9 %, which may look surprising for a reaction with an extra step. The probability that a fragment survives a B dose x is now 2e^(−1.5x) − e^(−3x) instead of e^(−x). After one pulse more fragments survive, 0.42 against 0.39, but after two pulses fewer do, 0.11 against 0.15. Summed over all pulses, the mean number of missed B pulses falls from 0.63 to 0.57, and by part (c) this shortens the turn.

The A fragment may leave the surface before it is converted. With an assumed barrier of 1.6 eV, a prefactor of 10¹³ s⁻¹ and purges of 1 s, the loss rate is 9 × 10⁻⁵ s⁻¹ at 473 K, and growth changes by about −0.01 %. At 573 K the rate is 0.085 s⁻¹, and growth falls by 10.8 % with the doses held fixed. Irreversibility is thus a condition on temperature and purge time, and the exponential makes the estimate very sensitive to the assumed barrier: at 573 K a barrier of 1.5 eV gives a loss of about 55 %, and one of 1.7 eV about 1.5 %. The figure of 10.8 % therefore illustrates the mechanism and is not a prediction for real alumina growth. The estimate also keeps the site density fixed. On real alumina the surface loses hydroxyl groups on heating, which lowers the number of reactive sites. This effect is not included here.

Finally, the gases may overlap. Suppose that each gas is injected suddenly and decays with a time constant of 0.1 s, with the doses per cycle unchanged. If successive injections are 1.0 s apart, growth rises by only 0.002 %. If they are 0.2 s apart, it rises by 3.9 %. The extreme case is a steady supply of both gases. Loading and conversion then balance, k_A(1 − θ) = k_Bθ, and the conversion rate is k_A k_B/(k_A + k_B). Over one cycle time this gives

g_steady = uv/(u + v) = 0.53,

about 9 % above the pulsed value. Unlike the pulsed result, g_steady has no upper limit of 1, because a site can turn over many times per cycle. The self-limiting character of the process requires both separated gases and surface reactions that stop when their sites are used up. This estimate covers surface reactions alone and leaves out reactions in the gas.

Set beside a real process, the saturated growth of 0.113 nm agrees with the rough value of 0.1 nm per cycle for this chemistry near 473 K. That agreement reflects the chosen site and film densities and does not test the dose formula. The growth of 0.055 nm is only about half the saturated value because the example is deliberately underdosed. The reaction probabilities are only rough inputs, and the doses are proportional to them. Real surfaces also break the assumption of equivalent sites, which for the spread assumed above moves the growth by about 7 %. The results apply to a flat surface: in deep trenches the gas is depleted on its way down, and u and v must be replaced by local doses.

The remaining digits and intermediate values are in the numerical output below.

Values computed for the example and the checks

```
temperature: 473 K
pressures A, B: 0.05, 0.10 Torr
exposure times A, B: 0.05, 0.15 s
reaction probabilities A, B: 1e-03, 1e-04
aluminium sites: 4.0 per nm^2
water molecules per site: 1.5
film density: 3.0 g/cm^3
molar masses A, B, Al2O3: 72.09, 18.02, 101.96 g/mol
impact flux A: 9.512e+04 per nm^2 s
impact flux B: 3.805e+05 per nm^2 s
rates kA, kB: 23.78, 6.342 1/s
doses u, v: 1.1890, 0.9513
exp(-u), exp(-v): 0.3045, 0.3862
map slope exp(-u-v): 0.1176
loaded fraction before A, after A: 0.3044, 0.7882
tanh(u/2), tanh(v/2): 0.5331, 0.4428
relative growth g: 0.4838
g from random impacts: 0.4835
simple product of single-pulse yields: 0.4269
mean cycles per metal atom at a site: 2.067
Al density of film: 35.44 per nm^3
saturated growth per cycle: 0.1129 nm
growth per cycle: 0.0546 nm = 0.546 angstrom
cycle 1 uptake in A, conversion in B: 0.6955, 0.4269
cycle 2 uptake in A, conversion in B: 0.5087, 0.4771
cycle 3 uptake in A, conversion in B: 0.4867, 0.4830
cycle 4 uptake in A, conversion in B: 0.4841, 0.4837
uptake beyond n*g after 100 cycles: 0.2399 per site
thickness equivalent of 100 uptakes: 5.487 nm
dg/du, dg/dv: 0.1474, 0.2399
best times A, B at same total: 0.0651, 0.1349 s
g at best times: 0.4977
equal doses for g = 0.95: 3.664
times A, B for g = 0.95: 0.154, 0.578 s
neglected effects, change of growth:
site rates 0.4 and 1.6 of mean: -7.42 %
two ligands, same mean time: +2.92 %
loss barrier, prefactor: 1.6 eV, 1e+13 1/s
purge time in loss estimate: 1.0 s
loss rate 473 K, 573 K: 8.96e-05, 8.46e-02 1/s
A loss at 473 K: -0.012 %
A loss at 573 K, same doses: -10.78 %
gas decay time: 0.1 s
overlap, injections 1.0 s apart: +0.0017 %
overlap, injections 0.2 s apart: +3.88 %
A dose 20 % lower at far end: -8.48 %
```
